When a Voltage-Driven Arrhenius Device Has a Thermal-Runaway Threshold

A threshold selector for resistive memory is meant to stay nearly off up to a certain voltage and then switch abruptly. If its abruptness is to come from self-heating, a conductance that rises with temperature is not enough. With too small an activation energy the device warms smoothly at every voltage and never snaps. One simplification, linearizing the exponent about ambient temperature, hides this failure: it predicts a threshold for every positive activation energy. The condition derived here says when the threshold is real, and the later sections say how it changes with a series resistor, nonlinear heat loss and a field-lowered barrier.

**Model and meaning of "threshold"**

The device has one uniform temperature T and heat capacity C. Its surroundings are at T0. A fixed voltage V stands directly across it, and its conductance is

G(T) = G0 exp(−Ea/kT) = G0 exp(−θ/T),  θ = Ea/k > 0,

where k is Boltzmann's constant. Heat leaves at the rate (T − T0)/Rth. The quantities G0, Ea and Rth are constants. Joule heating minus loss gives

C dT/dt = V²G(T) − (T − T0)/Rth.  (1)

A runaway threshold is a finite voltage at which the cold steady state merges with an unstable one and disappears, so that the temperature must jump. A steep but continuous rise does not count.

**Derivation of the condition**

Setting the left side of (1) to zero and solving for the voltage gives

V² = (T − T0) exp(θ/T)/(Rth G0).  (2)

Each temperature above T0 therefore belongs to one voltage. The converse can fail: one voltage may belong to several temperatures. The right side of (2) runs continuously from zero at T = T0 to infinity as T → ∞, so every voltage has at least one steady state. It has more than one for some voltages if and only if V falls with T somewhere.

Take the logarithm of (2) and differentiate. The factor (T − T0) contributes 1/(T − T0), and θ/T contributes −θ/T²:

d ln V²/dT = 1/(T − T0) − θ/T² = [T² − θT + θT0]/[T²(T − T0)].  (3)

The first term is the fractional growth of heat loss per kelvin, the second that of conductance. The curve turns back where conductance grows faster.

The denominator in (3) is positive, so the sign is that of the quadratic q(T) = T² − θT + θT0, whose discriminant is θ² − 4θT0 = θ(θ − 4T0). There are three cases.

If θ < 4T0, q has no real root and is positive. V rises with T throughout, and each voltage has one steady state.

If θ = 4T0, then q = (T − 2T0)². V still rises, except for a horizontal inflection at T = 2T0. There is no jump.

If θ > 4T0, q has two distinct roots,

T1 = (θ/2)[1 − √(1 − 4T0/θ)],  T2 = (θ/2)[1 + √(1 − 4T0/θ)].  (4)

Both lie above T0, because q(T0) = T0² is positive and the minimum of q is at θ/2 > 2T0. Between them q is negative and V falls as T rises. The threshold voltage is V(T1), and V(T2) is the voltage at which a hot device would return to the cold branch.

Hence a threshold exists if and only if

Ea > 4kT0.  (5)

The number 4 can also be seen without the quadratic. The curve falls where θ exceeds T²/(T − T0). With y = T − T0,

T²/(T − T0) = (y + T0)²/y = 4T0 + (y − T0)²/y ≥ 4T0.

The easiest place for conductance to outrun heat loss is thus y = T0, or T = 2T0. Nearer ambient, the fractional growth of the loss is large; at higher temperature, the Arrhenius law has flattened.

Counting steady states directly from the heat balance over a range of voltages gives at most one for Ea/kT0 = 3.9 and three for 4.1.

**Stability and the jump**

Let T = Ts + u, with Ts a steady state and u small. The derivative of the heating is V²G(Ts)θ/Ts². By the steady balance, V²G(Ts) = (Ts − T0)/Rth. Equation (1) becomes

du/dt = −λu,  λ = [1 − θ(Ts − T0)/Ts²]/(Rth C).  (6)

The bracket equals (Ts − T0) times expression (3). States on rising parts of V(T) are stable and those on the falling part are unstable.

For θ > 4T0 and a voltage between V(T2) and V(T1), there are a cold stable state, a middle unstable state and a hot stable state. A device starting at T0 has positive net heating until it reaches the cold state, where it stops. Above V(T1) that stopping point no longer exists, and heating continues to the hot branch. For θ ≤ 4T0, net heating is positive below the single steady state and negative above it, so every starting temperature leads to the same end.

**How wide the jump is near the limit**

The ratio of the two turning voltages shows how much hysteresis the model gives. From q = 0, each turning temperature satisfies T − T0 = T²/θ, and the product of the roots is T1T2 = θT0. Dividing (2) at T1 by (2) at T2 gives

V(T1)²/V(T2)² = (T1²/T2²) exp(θ/T1 − θ/T2).

The exponent is θ(T2 − T1)/(T1T2) = (T2 − T1)/T0. Taking the square root,

V(T1)/V(T2) = (T1/T2) exp[(T2 − T1)/(2T0)].  (7)

At T0 = 300 K the critical barrier is 0.1034 eV. A barrier of 0.105 eV gives T1 = 534.2 K and T2 = 684.3 K, and the voltage ratio is only 1.0025. For 0.150 eV it is 1.43, and for 0.300 eV it is 11.5. A barrier just above the limit satisfies (5) but gives only a very narrow hysteresis window.

Exactly at the limit, put x = T/T0 and θ/T0 = 4 in (3):

d ln V²/dx = 1/(x − 1) − 4/x² = (x − 2)²/[x²(x − 1)].

Near x = 2 the denominator is 4. Integration gives, to leading order,

ln(V²/Vc²) ≈ (x − 2)³/12,  Vc² = T0 e²/(Rth G0).

The value of Vc follows from (2) with T − T0 = T0 and θ/T = 2. If V = Vc(1 + δ) with δ small, the left side is about 2δ, so x − 2 ≈ (24δ)^(1/3). A voltage change of one part in 10⁵ then moves the temperature by about 0.06T0, or 19 K at 300 K ambient. A steep measured rise is therefore not by itself evidence of a fold; hysteresis between slow upward and downward sweeps is a better sign within this model.

**Why linearizing the exponent misleads**

For small y = T − T0, 1/T ≈ 1/T0 − y/T0². Equation (2) then becomes

V² ≈ y exp(θ/T0 − θy/T0²)/(Rth G0).

Its logarithmic derivative is 1/y − θ/T0², which vanishes at y = T0²/θ for every positive θ. The approximation keeps the fractional growth of conductance fixed at θ/T0², whereas the true value θ/T² decreases on heating. This decrease is what removes the threshold at small barriers.

For large barriers the approximation is sound. Expanding the square root in (4) gives

T1 − T0 = T0²/θ + 2T0³/θ² + …,

whose first term is the linearized result. Use the linearized formula for estimates when θ is much larger than 4T0, not to decide whether a threshold exists.

**Worked example: a selector film**

The parameters are rough values in the regime of a niobium dioxide selector: thickness d = 30 nm, a square of side 200 nm with area A = 4×10⁻¹⁴ m², Ea = 0.220 eV, conductivity prefactor 1000 S/cm, Rth = 4×10⁵ K/W and T0 = 300 K. Then

G0 = (10⁵ S/m)(4×10⁻¹⁴ m²)/(3×10⁻⁸ m) = 0.1333 S,
θ = 2553 K,  θ/T0 = 8.51.

The condition is met by about a factor of two. With all else fixed, the threshold would vanish at an ambient temperature of θ/4 = 638 K. From (4),

T1 = (1276.5 K)[1 − √(1 − 1200/2553)] = 347.2 K.

The rise is 47.2 K. In (2), θ/T1 = 7.3526 and Rth G0 = 5.333×10⁴ K/V², so

V(T1) = √[47.23 × exp(7.3526)/(5.333×10⁴)] V = 1.175 V.

The current is 100 µA and the power 118 µW. Multiplying this power by Rth returns the 47 K rise.

The linearized exponent gives a rise of 35.3 K and a threshold of 1.099 V. Relative to the full model, these are low by 25% and 6.5%.

At 90% of threshold, 1.058 V, the cold state is at 321.0 K and the unstable state at 398.5 K. Their values of λRthC are 0.481 and −0.583. A heat pulse that takes the device past 398.5 K at this voltage starts a runaway, although the voltage is below threshold.

Just above threshold, switching is slow. At 1.01 V(T1), the heating at T1 exceeds the loss by the fraction 1.01² − 1 = 0.0201, so the temperature there climbs by only 0.0201 × 47.2 K ≈ 0.95 K per thermal time RthC. Starting from ambient, the device needs 33 thermal times to reach 1000 K. A pulse shorter than this can miss a switching event that a slow sweep would show.

**Current drive and series resistance**

At fixed current I the heating is I²/G, and the steady balance gives

I² = (T − T0)G(T)/Rth,
d ln I²/dT = 1/(T − T0) + θ/T² > 0.  (8)

Current rises with temperature throughout, so each current has one steady state and there is no runaway. When (5) holds, the device voltage falls between T1 and T2 while the current rises. The same condition therefore decides whether a slow current sweep shows negative differential resistance.

Now put a resistor R in series, outside the heated region. The source voltage is Vs = V + IR. Since I rises with T, Vs has no falling part if and only if R is at least the largest value of −dV/dI. Dividing (3) by (8) gives d ln V/d ln I. With r = T²/[θ(T − T0)],

dV/dI = (V/I)(r − 1)/(r + 1) = −(1 − r)/[(1 + r)G].

The jump is absent when

R ≥ max over T of (1 − r)/[(1 + r)G(T)].  (9)

If θ ≤ 4T0, then r ≥ 1 at every temperature, and no series resistance can create a threshold.

In the example, 300 Ω raises the source voltage at threshold from 1.175 V to 1.207 V. A resistance of about 1.07 kΩ removes the jump, although the device itself has a resistance of 1.175 V/100.45 µA = 11.7 kΩ at its threshold. Wiring, a select transistor or a current-limiting resistor can thus decide whether the switch snaps. Equation (9) concerns steady states; parasitic capacitance adds a second dynamical variable, and stability must then be examined anew.

**Heat loss that is not linear**

Suppose the loss is (T − T0)(T/T0)^m/Rth with m ≥ 0. The logarithm of V² gains m ln T, which adds m/T to (3). Multiplying the turning condition by T²(T − T0) gives

(1 + m)T² − (mT0 + θ)T + θT0 = 0.

With a = θ/T0, two distinct roots require

(a + m)² − 4(1 + m)a > 0, or a² − (4 + 2m)a + m² > 0.

This holds above the larger root in a or below the smaller one. At T = T0 the quadratic in T equals T0², which is positive, and its minimum is at T/T0 = (a + m)/(2 + 2m). In the first range this minimum lies above T0, and so do both turning temperatures. In the second range the minimum and both turning temperatures lie below T0 and have no meaning here. The condition is therefore

Ea/kT0 > 2 + m + 2√(1 + m).  (10)

For m = 0 this is 4. For m = 0.3 it is 4.58, and the example's threshold moves to 1.202 V, a rise of 2.3%. The number 4 belongs to linear loss.

**A barrier lowered by the field**

In a Poole–Frenkel conductor the field F = V/d lowers the barrier:

E(V) = Ea − √[e³V/(π ε0 εr d)],

with e the elementary charge, ε0 the vacuum permittivity and εr the relative permittivity that governs the lowering. At a fold, two temperatures merge at the same voltage. The temperature derivative of the heat balance must therefore vanish with V, and hence E(V), held fixed. The algebra leading to (4) applies with θ replaced by E(V)/k. A fold at voltage V thus requires

E(V) ≥ 4kT0.  (11)

This is a necessary condition. The threshold itself follows by solving V = Vth[E(V)], where Vth[E] is the constant-barrier result for barrier E.

With εr = 45, the lowering at the simple threshold of 1.175 V, where the field is 0.39 MV/cm, would be 0.071 eV. The self-consistent solution is 0.538 V at 367.7 K, with a remaining barrier of 0.172 eV, or 6.66 kT0. The threshold survives, but its voltage is 54% lower. The series resistance that removes the jump falls even more, from 1.07 kΩ to about 110 Ω, so the 300 Ω considered earlier would already remove it. These figures rest on εr, which is an assumed value here: εr = 22 gives 0.435 V and about 55 Ω, and εr = 12 gives 0.354 V and about 26 Ω. For this film the constant-barrier model can explain the mechanism; it should not be used to set the operating voltage.

**Comparison with real selectors**

The example uses rough parameters, and its threshold is 1.175 V with a constant barrier but 0.538 V with field lowering. A measured threshold near one volt would therefore not by itself confirm the model. The example is also not strongly off below threshold: at half the threshold voltage its current is only about 6 times smaller than at threshold with a constant barrier, and about 11 times smaller with field lowering. The thermal resistance depends strongly on electrodes and surroundings and should be measured or simulated for each design. Of the effects sized here, the constant barrier is the assumption that moves the voltage most. Ambient temperature comes next: at 358.15 K (85 °C), with the other parameters fixed and no field lowering, the threshold falls from 1.175 V to 0.714 V, and the critical barrier rises to 0.1235 eV.

Uniform temperature is also approximate. For uniform heating q = P/(Ad), film conductivity κ and both faces at the same temperature, solving −κT″ = q gives a centre-to-face difference qd²/(8κ) = Pd/(8κA). With κ = 1 W/(m K) this is 11 K, almost a quarter of the total rise. Sideways, let the electrodes have sheet thermal conductance K = 2×10⁻⁶ W/K, and let the loss to the surroundings be spread evenly, (T − T0)/(A Rth) per unit area. Away from a heated spot the balance along the electrode is K T″ = (T − T0)/(A Rth), so the temperature rise decays over the length √(K A Rth) = 179 nm, comparable with the 200 nm side. This spreading opposes hot spots. Take film and electrode at one local temperature, with no heat flow through the edges. The slowest uneven pattern, half a wave across the side, is then damped at an extra rate (π × 179/200)² = 7.9 per thermal time, while by (6) the greatest growth rate about a steady state is θ/(4T0) − 1 = 1.13. Small unevenness about any uniform steady state of this film therefore dies out; for it to grow, the side would have to exceed about 530 nm with K and A Rth unchanged. That length assumes one local temperature. If the film's own share of Rth, d/(12κA) ≈ 6×10⁴ K/W, is treated as local and not evened out by the electrode, it falls to about 400 nm, still above the 200 nm side. During the runaway itself (6) does not apply. With the constant barrier, heating then far exceeds loss, and unevenness can grow for a time once the film is hot; at 1.01 V(T1) it grows by a factor of about 1.5 between 700 K and 1000 K. An electrode that extends beyond the device, or a weak place in the film, can still make the temperature uneven, and the effect of that on the threshold has not been calculated.

Without a series resistor the model cannot describe where the runaway ends. Its hot state at threshold is near 7×10⁴ K, far beyond the survival of any solid. The upper turning point, 2206 K, and the return voltage, 0.337 V, are likewise formal. In a device, a phase change, a current limit or damage must intervene first. A series resistor is such a limit: with 300 Ω and the constant barrier, the hot state just above threshold is near 770 K. The onset depends on the region near T1, which is why it can be estimated when the end state cannot.

**Order of calculation for a design**

Use the highest ambient temperature of operation in (5), since the critical barrier grows with T0. Solve for the threshold with the field-lowered barrier if conduction depends on field, and confirm (11) at that voltage. Repeat this at the lowest ambient temperature, where the voltage needed to switch is greatest. Then compare the total series resistance with (9), evaluated at the highest ambient temperature, where the resistance that removes the jump is smallest, and for the same conduction law: with field lowering, the largest −dV/dI must be taken from the computed steady current–voltage curve. In the example with field lowering, this resistance falls from about 110 Ω at 300 K to about 38 Ω at 358.15 K. Finally, compare the pulse length with the escape time found by integrating (1) with that same conduction law and with the series resistor included. Do this at the lowest ambient temperature: for a given source voltage, the device then starts colder and has less net heating at every temperature, so escape takes longest. Most of the values used above are collected in the numerical output that follows.

Calculated quantities

```
Critical Ea/(k T0), linear loss: 4.00000
Most steady states at ratio 3.9: 1
Most steady states at ratio 4.1: 3
Film thickness: 30 nm; side: 200 nm
Activation energy: 0.220 eV; ambient: 300 K
Conductivity prefactor: 1000 S/cm
Conductance prefactor G0: 0.1333 S
Thermal resistance: 4.00e+05 K/W
Ea/k: 2553.0 K; Ea/(k T0): 8.510
Critical barrier 4 k T0: 0.1034 eV
Ambient at which threshold vanishes: 638.2 K
Resistance at ambient: 37.23 kohm
Threshold temperature T1: 347.23 K; rise: 47.23 K
Threshold voltage: 1.1754 V; by scan: 1.1754 V
Threshold current: 100.45 uA; power: 118.06 uW
Upper fold T2: 2205.8 K; return voltage: 0.3372 V
Formal hot state at threshold voltage: 7.139e+04 K
At 0.9 of threshold, voltage: 1.0578 V
  cold state: 320.96 K; middle state: 398.47 K
  decay rate, cold: 0.4806 per thermal time
  decay rate, middle: -0.5833 per thermal time
At 0.99 of threshold, final state: 337.18 K
At 1.01, time to 1000 K: 33.39 thermal times
Low barrier with a single state: 0.080 eV
Linearized exponent, rise: 35.25 K; V: 1.0987 V
Ea 0.105 eV: T1 534.2 K, T2 684.3 K, V1/V2 1.0025
Ea 0.150 eV: T1 385.3 K, T2 1355.4 K, V1/V2 1.4319
Ea 0.300 eV: T1 331.6 K, T2 3149.8 K, V1/V2 11.5395
Field at threshold: 0.392 MV/cm
Relative permittivity for field lowering: 45
Lowering at simple threshold: 0.0708 eV
Poole-Frenkel threshold: 0.5383 V at 367.71 K
  barrier there: 0.1721 eV
  barrier/(k T0) there: 6.656
Series 300 ohm: 1.2067 V at 351.02 K
Series resistance removing the jump: 1071.3 ohm
Loss exponent m: 0.3
  critical Ea/(k T0): 4.5804
  threshold: 1.2021 V at 350.06 K
Ambient 358.15 K: 0.7144 V at 430.87 K
  critical barrier there: 0.1235 eV
Film thermal conductivity: 1.0 W/(m K)
Centre-to-face difference at threshold: 11.07 K
Electrode sheet thermal conductance: 2.0e-06 W/K
Lateral thermal healing length: 179 nm
```
